# Van Hove singularities of the square lattice with diagonal hopping: verification in Python

```python
"""
Square lattice with nearest (t) and diagonal (t') hopping, energies in units of t:
    eps(k) = -2 (cos kx + cos ky) + 4 tp cos kx cos ky,     tp = t'/t
Results under test:
  * van Hove energy: -4 tp for |tp| <= 1/2, and -1/tp for |tp| > 1/2;
  * closed forms for the filling n (electrons per site, both spins) at that energy;
  * density of states D (per site, per spin) as a complete elliptic integral;
  * at tp = 1/2, D -> ln(128/E) / (pi^2 sqrt(8 E)), E = energy above the band bottom.
The closed forms are compared with state counts made from the dispersion itself.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import ellipkm1, spence

PI = np.pi


def band(tp, kx, ky):
    return -2 * (np.cos(kx) + np.cos(ky)) + 4 * tp * np.cos(kx) * np.cos(ky)


# ---------- derived closed forms ----------
def van_hove_energy(tp):
    return -4 * tp if abs(tp) <= 0.5 else -1 / tp


def legendre_chi2(x):
    # spence(1 - x) is the dilogarithm Li2(x)
    return 0.5 * (spence(1 - x) - spence(1 + x))


def beta_of(tp):
    tau = 2 * tp
    return tau / (1 + np.sqrt(1 - tau**2))


def van_hove_filling(tp):
    if abs(tp) <= 0.5:
        return 1 - 8 / PI**2 * legendre_chi2(beta_of(tp))
    p = np.arccos(1 / (2 * abs(tp))) / PI
    n = 4 * p * (1 - p)
    return n if tp > 0 else 2 - n


def dos_elliptic(tp, energy):
    """Valid for |tp| <= 1/2 inside the band."""
    tau, w = 2 * tp, energy / 2
    s = 1 + tau * w
    return ellipkm1((w + tau)**2 / (4 * s)) / (2 * PI**2 * np.sqrt(s))


def dos_flat_edge(E):
    e = E / 8
    return ellipkm1(e) / (4 * PI**2 * np.sqrt(e))


def dos_asymptote(E):
    return np.log(128 / E) / (PI**2 * np.sqrt(8 * E))


# ---------- state counting from the dispersion ----------
# kx points are graded towards kx = 0, where the flat lines cross
M = 400000
x_mid = (np.arange(M) + 0.5) / M
kx_nodes = PI * x_mid**4
kx_weights = 4 * x_mid**3 / M


def fraction_in_window(tp, low, high, kx_min=0.0):
    """Fraction of k space with low < eps < high and |kx| > kx_min.
    At fixed kx the band is linear in cos ky, so the ky length is explicit."""
    u = np.cos(kx_nodes)
    slope = 2 - 4 * tp * u
    with np.errstate(divide="ignore"):
        c_low = np.clip((-2 * u - low) / slope, -1, 1)
        c_high = np.clip((-2 * u - high) / slope, -1, 1)
    length = np.abs(np.arccos(c_high) - np.arccos(c_low)) / PI
    return np.sum(kx_weights * length * (kx_nodes > kx_min))


def hessian(tp, kx, ky, h=1e-3):
    f = lambda a, b: band(tp, kx + a * h, ky + b * h)
    xx = (f(1, 0) - 2 * f(0, 0) + f(-1, 0)) / h**2
    yy = (f(0, 1) - 2 * f(0, 0) + f(0, -1)) / h**2
    xy = (f(1, 1) - f(1, -1) - f(-1, 1) + f(-1, -1)) / (4 * h**2)
    return np.array([[xx, xy], [xy, yy]])


# ---------- nature of the stationary points ----------
for tp in (0.0, 0.3, 0.5, 0.7):
    H = hessian(tp, PI, 0.0)
    assert np.allclose(H, np.diag([-2 + 4 * tp, 2 + 4 * tp]), atol=1e-5)
assert np.linalg.det(hessian(0.3, PI, 0.0)) < 0
assert np.all(np.linalg.eigvalsh(hessian(0.7, PI, 0.0)) > 0)
k_saddle = np.arccos(1 / 1.4)
assert np.linalg.det(hessian(0.7, k_saddle, k_saddle)) < 0
assert abs(band(0.7, k_saddle, k_saddle) - van_hove_energy(0.7)) < 1e-12

# ---------- van Hove energy and filling against a plain k grid ----------
N = 2000
k_grid = (np.arange(N) + 0.5) * PI / N
bin_width = 0.02
bin_edges = -8.01 + bin_width * np.arange(802)
ratios = (-0.3, 0.0, 0.1, 0.2, 0.3, 0.4, 0.5, 0.7, 1.0)
print("t'/t | E_vH (t) | n_vH (electrons/site) | n from k grid")
for tp in ratios:
    energies = band(tp, k_grid[:, None], k_grid[None, :]).ravel()
    counts, _ = np.histogram(energies, bins=bin_edges)
    peak = bin_edges[np.argmax(counts)] + bin_width / 2
    e_v, n_v = van_hove_energy(tp), van_hove_filling(tp)
    n_grid = 2 * np.mean(energies < e_v)
    assert abs(peak - e_v) <= bin_width, (tp, peak, e_v)
    # a grid of N points per axis resolves the filling to about 2/N
    assert abs(n_grid - n_v) < 1.5e-3, (tp, n_grid, n_v)
    print(f"{tp:5.2f} | {e_v + 0.0:8.4f} | {n_v:8.5f} | {n_grid:8.4f}")

# ---------- elliptic density of states ----------
for tp in (0.3, -0.2, 0.5):
    for low in (-1.9, 0.0, 2.5):
        counted = fraction_in_window(tp, low, low + 0.1)
        formula = quad(lambda e: dos_elliptic(tp, e), low, low + 0.1)[0]
        assert abs(counted / formula - 1) < 1e-4, (tp, low, counted, formula)

# ---------- worked case tp = 0.3 ----------
tp = 0.3
tau = 2 * tp
root = np.sqrt(1 - tau**2)
e_v = van_hove_energy(tp)
amplitude = 1 / (2 * PI**2 * root)
half = 1e-3
mean_counted = fraction_in_window(tp, e_v - half, e_v + half) / (2 * half)
mean_log_law = amplitude * (np.log(16 * root / half) + 1)
assert abs(mean_counted / mean_log_law - 1) < 2e-3
H = hessian(tp, PI, 0.0)
print("Worked case t'/t = 0.3")
print(f"tau = {tau:.3f}, sqrt(1-tau^2) = {root:.3f}, beta = {beta_of(tp):.6f}")
print(f"chi_2(beta) = {legendre_chi2(beta_of(tp)):.6f}")
print(f"band bottom = {band(tp, 0, 0):.3f} t, top = {band(tp, PI, PI):.3f} t")
print(f"curvatures at X = {H[0, 0]:.3f} and {H[1, 1]:.3f} t")
print(f"van Hove energy = {e_v:.3f} t")
print(f"filling = {van_hove_filling(tp):.5f} electrons/site")
print(f"holes from half filling = {1 - van_hove_filling(tp):.5f} per site")
print(f"log amplitude = {amplitude:.5f} 1/t")
print(f"mean D within {half:.3f} t of E_vH: counted {mean_counted:.4f} 1/t")
print(f"same mean from the log law: {mean_log_law:.4f} 1/t")

# ---------- logarithm beyond |tp| = 1/2 ----------
tp = 1.0
tau = 2 * tp
e_v = van_hove_energy(tp)
means = [fraction_in_window(tp, e_v - h, e_v + h) / (2 * h) for h in (1e-2, 1e-3)]
slope_counted = (means[1] - means[0]) / np.log(10)
slope_formula = tau / (PI**2 * (tau**2 - 1))
assert abs(slope_counted / slope_formula - 1) < 0.01
print("Log amplitude at t'/t = 1")
print(f"counted {slope_counted:.5f} 1/t, formula {slope_formula:.5f} 1/t")

# ---------- flat edge at tp = 1/2 ----------
tp = 0.5
bottom = -2.0
assert np.allclose(band(tp, k_grid, 0.0), bottom, atol=1e-12)
strip_formula = -np.log(np.tan(PI / 8)) / (np.sqrt(2) * PI**2)
print("Flat edge t'/t = 0.5; E above bottom in t, D in 1/t")
print("E | D counted | D elliptic | D asymptote | bare log/elliptic")
scaled = []
test_energies = (1e-2, 1e-4, 1e-6)
for E in test_energies:
    h = 0.05 * E
    counted = fraction_in_window(tp, bottom + E - h, bottom + E + h) / (2 * h)
    exact, leading = dos_flat_edge(E), dos_asymptote(E)
    bare = np.log(1 / E) / (PI**2 * np.sqrt(8 * E))
    # the finite window alone shifts the mean by a few parts in 10^4
    assert abs(counted / exact - 1) < 2e-3, (E, counted, exact)
    assert abs(leading / exact - 1) < 2 * E + 1e-9
    scaled.append(counted * np.sqrt(E))
    strip = fraction_in_window(tp, bottom + E - h, bottom + E + h, PI / 2)
    strip_scaled = strip / (2 * h) * np.sqrt(E)
    assert abs(strip_scaled / strip_formula - 1) < 3e-3, (E, strip_scaled)
    print(f"{E:.0e} | {counted:.4f} | {exact:.4f} | {leading:.4f} | {bare / exact:.4f}")

log_slope = (scaled[2] - scaled[0]) / np.log(test_energies[0] / test_energies[2])
log_slope_formula = 1 / (PI**2 * np.sqrt(8))
assert abs(log_slope / log_slope_formula - 1) < 0.01
print("Growth of sqrt(E) D per unit of ln(1/E), in t^(-1/2)")
print(f"counted {log_slope:.5f}, formula {log_slope_formula:.5f}")
print("Strip pi/2 < |kx| < pi: sqrt(E) D at smallest E, in t^(-1/2)")
print(f"counted {strip_scaled:.5f}, formula {strip_formula:.5f}")

E = 1e-4
e = E / 8
n_counted = 2 * fraction_in_window(tp, bottom - 1, bottom + E)
n_formula = 4 * np.sqrt(e) / PI**2 * (np.log(16 / e) + 2)
assert abs(n_counted / n_formula - 1) < 1e-3
print(f"Filling up to E = {E:.0e} t, in electrons/site")
print(f"counted {n_counted:.6f}, formula {n_formula:.6f}")

print("all assertions hold")
```

It prints:

```
t'/t | E_vH (t) | n_vH (electrons/site) | n from k grid
-0.30 |   1.2000 |  1.27367 |   1.2737
 0.00 |   0.0000 |  1.00000 |   1.0001
 0.10 |  -0.4000 |  0.91802 |   0.9180
 0.20 |  -0.8000 |  0.82999 |   0.8300
 0.30 |  -1.2000 |  0.72633 |   0.7263
 0.40 |  -1.6000 |  0.58229 |   0.5823
 0.50 |  -2.0000 | -0.00000 |   0.0000
 0.70 |  -1.4286 |  0.74346 |   0.7440
 1.00 |  -1.0000 |  0.88889 |   0.8891
Worked case t'/t = 0.3
tau = 0.600, sqrt(1-tau^2) = 0.800, beta = 0.333333
chi_2(beta) = 0.337623
band bottom = -2.800 t, top = 5.200 t
curvatures at X = -0.800 and 3.200 t
van Hove energy = -1.200 t
filling = 0.72633 electrons/site
holes from half filling = 0.27367 per site
log amplitude = 0.06333 1/t
mean D within 0.001 t of E_vH: counted 0.6622 1/t
same mean from the log law: 0.6622 1/t
Log amplitude at t'/t = 1
counted 0.06755 1/t, formula 0.06755 1/t
Flat edge t'/t = 0.5; E above bottom in t, D in 1/t
E | D counted | D elliptic | D asymptote | bare log/elliptic
1e-02 | 3.3900 | 3.3886 | 3.3878 | 0.4868
1e-04 | 50.3937 | 50.3750 | 50.3749 | 0.6550
1e-06 | 668.9562 | 668.7170 | 668.7170 | 0.7401
Growth of sqrt(E) D per unit of ln(1/E), in t^(-1/2)
counted 0.03582, formula 0.03582
Strip pi/2 < |kx| < pi: sqrt(E) D at smallest E, in t^(-1/2)
counted 0.06317, formula 0.06315
Filling up to E = 1e-04 t, in electrons/site
counted 0.023016, formula 0.023016
all assertions hold
```
